Collisionless skin depth of an inductive plasma: inertia, not resistance

**Problem**

An inductively coupled argon reactor is driven at 13.56 MHz. Its electron density is n = 1×10¹⁷ m⁻³, the gas pressure is 10 mTorr and the gas temperature 300 K. The coil produces an electric field parallel to the plasma surface.

(a) Treat the electrons as cold and free of collisions. Over what distance does the field amplitude fall by a factor e inside the plasma?

(b) How does the answer change when collisions are restored?

(c) Which other features of the reactor shift the penetration depth, and by how much?

The algebra uses atomic units: electron mass, elementary charge and ħ equal 1, as does 4πε₀, and c = 137.036. The electron charge is −1. Oscillating quantities vary as exp(−iωt), and the physical field is the real part.

**A tempting solution**

A plasma conducts well, so one may reach for the skin depth of a metal. "Collisionless" is read as "with few collisions", and the small collision frequency of the reactor is put into the conductivity.

In a steady drift the electric force balances friction, 0 = −E − νu, where u is the electron velocity and ν the frequency of momentum loss. Hence u = −E/ν, and the current density is

j = −nu = σE, with σ = n/ν.

Without displacement current, Maxwell's equations give d²E/dx² = −(4πiωσ/c²)E. For E ∝ exp(−κx) this means κ² = −4πiωσ/c². Since √(−i) = (1 − i)/√2, the real part of κ is √(2πωσ)/c, and the depth is

δ_metal = c/√(2πωσ) = c √[ν/(2πnω)].

The gas density is 3.22×10²⁰ m⁻³. With a rough rate coefficient for momentum transfer of 1×10⁻¹³ m³/s, ν = 3.22×10⁷ s⁻¹. The drive has ω = 8.52×10⁷ rad/s, so ν/ω = 0.378. The electron density is 1.4818×10⁻¹⁴ bohr⁻³. Then

δ_metal = 137.036 × √[0.378/(2π × 1.4818×10⁻¹⁴)] ≈ 2.76×10⁸ bohr,

which is about 1.46 cm. The size looks reasonable.

**Where it fails**

Let ν go to zero, as the question asks. The formula then gives zero depth: a plasma without friction would shut the field out completely. That would need an unlimited current density in response to a finite field, and electrons have mass. In an oscillating field they can gain only a finite velocity before the force reverses.

The fault is the force balance 0 = −E − νu. The full equation of motion is

du/dt = −E − νu.

For an oscillation the left side has magnitude ω|u| and the friction term has magnitude ν|u|. The left side may be dropped when ω ≪ ν. Here ω/ν = 1/0.378 ≈ 2.6, so the tempting solution dropped the larger term and kept the smaller one. In the collisionless problem inertia alone limits the current.

**Right solution of part (a)**

Let the plasma fill x > 0, with uniform density and a fixed ion background. The field E points along y and depends on x and t; the magnetic field B points along z. The electrons move parallel to the surface, and nothing varies along y, so no charge accumulates. The force of the wave's magnetic field is of second order in the wave amplitude for cold electrons, and is left out here.

With ν = 0 the equation of motion is du/dt = −E. Since j = −nu,

∂j/∂t = −n ∂u/∂t = nE.

The two minus signs, one from the charge in the force and one from the charge in the current, cancel. The field fixes the rate of change of the current, not the current itself.

Faraday's and Ampère's laws for this geometry are

∂E/∂x = −(1/c) ∂B/∂t,

−∂B/∂x = (1/c) ∂E/∂t + (4π/c) j.

Differentiate the first with respect to x and insert ∂B/∂x from the second:

∂²E/∂x² = −(1/c) ∂/∂t (∂B/∂x) = (1/c²)(∂²E/∂t² + 4π ∂j/∂t).

For the oscillating field ∂²E/∂t² = −ω²E, and ∂j/∂t = nE. Therefore

d²E/dx² = [(4πn − ω²)/c²] E.

The combination 4πn is the square of the electron plasma frequency, ω_pe² = 4πn. To see why, displace all electrons of a slab by ξ along its normal. The uncovered surface charges create a field 4πnξ, and the electrons obey d²ξ/dt² = −4πnξ, an oscillation at ω_pe.

For ω < ω_pe the bracket is positive and the solutions are rising and falling exponentials. In a half-space the rising one is excluded, because the field must stay finite. What remains is E ∝ exp(−x/d) with

d = c/√(ω_pe² − ω²).

For ω ≪ ω_pe this becomes the collisionless skin depth

d₀ = c/ω_pe = c/√(4πn).

Now the numbers:

ω_pe = √(4π × 1.4818×10⁻¹⁴) = 4.3153×10⁻⁷,

d₀ = 137.036/(4.3153×10⁻⁷) = 3.1756×10⁸ bohr.

One bohr is 0.52918 angstrom, so d₀ = 1.68×10⁸ angstrom = 1.68 cm, or about 1.7 cm.

In SI units the same frequency is ω_pe = √[ne²/(ε₀m)] = 1.784×10¹⁰ rad/s, and 2.998×10⁸ m/s divided by it again gives 0.0168 m.

The low-frequency step is safe here. Expanding the square root for small ω/ω_pe gives d ≈ d₀[1 + ω²/(2ω_pe²)]. With ω/ω_pe = 4.78×10⁻³ the relative correction is 1.1×10⁻⁵. It comes from the displacement current, which opposes the electron current and so weakens the screening. As ω approaches ω_pe from below, d grows without limit; above ω_pe the bracket is negative and the wave propagates.

The depth refers to amplitude. At 5 cm the field has fallen to exp(−5/1.68) ≈ 5% of its surface value, and its square to about 0.3%. Because d₀ varies as n^(−1/2), a density of 10¹⁶ m⁻³ gives 5.3 cm and 10¹⁸ m⁻³ gives 0.53 cm.

The decay law was tested by integrating Maxwell's equations and the electron equation of motion forward in time on a grid. At 10¹⁷ m⁻³ and 0.85 GHz the field decayed over 1.761 cm, as the formula for d predicts; at 1.30 GHz both gave 1.890 cm. These frequencies are far above that of the reactor, so that the term ω² has a visible effect.

**Part (b): collisions restored**

Keep both terms in the equation of motion. For an oscillation −iωu = −E − νu, so u = −E/(ν − iω) and j = nE/(ν − iω). Then

∂j/∂t = −iωj = nE · (−iω)/(ν − iω) = nE/(1 + iν/ω).

The last step divides numerator and denominator by −iω and uses 1/(−i) = i. Compared with part (a), n has been replaced by n/(1 + iν/ω). The decay constant therefore obeys

κ² = [ω_pe²/(1 + iν/ω) − ω²]/c²,

and the amplitude depth is 1/Re κ. With the small term ω² dropped,

κ = (1/d₀)(1 + iν/ω)^(−1/2).

Write ν/ω = tan φ, with φ between 0 and π/2. Then 1 + i tan φ = exp(iφ)/cos φ, and

1/Re κ = d₀/[√(cos φ) cos(φ/2)].

Both factors in the denominator are below 1 when ν > 0, so for ω ≪ ω_pe, where the term ω² may be dropped, collisions lengthen the depth. For ν/ω = 0.378 one has cos φ = 0.935, √(cos φ) = 0.967 and cos(φ/2) = 0.984. The depth is 1.680/(0.967 × 0.984) ≈ 1.77 cm, which is 5% above d₀.

Two limits connect this result with the earlier ones.

For ν ≪ ω, use (1 + z)^(−1/2) ≈ 1 − z/2 + 3z²/8 with z = iν/ω. The linear term is imaginary and does not affect the real part, so

1/Re κ ≈ d₀[1 + (3/8)(ν/ω)²].

The correction is quadratic, which is why a collision frequency of more than a third of ω changes the depth by only 5%.

For ν ≫ ω, but with νω still far below ω_pe², 1 + iν/ω ≈ iν/ω. Then κ² ≈ −iω/(νd₀²), and

1/Re κ ≈ d₀ √(2ν/ω).

Inserting d₀ = c/√(4πn) turns this into c√[ν/(2πnω)], the metal formula. It is thus a correct limit used outside its range. At ν/ω = 0.378 it predicts a depth below d₀, whereas the full expression gives one above it.

**Part (c): what else moves the number**

*Thermal motion.* Cold electrons respond to the field where they are. Take an electron temperature of 3 eV, a rough typical value. The thermal speed v_t = √(2T), with T the temperature in energy units, is 1.03×10⁶ m/s. In a time 1/ω an electron travels v_t/ω = 1.2 cm, comparable with d₀. The current at one point then depends on the field that the electrons met elsewhere, and the decay need not be a single exponential. A length that remains well defined is

λ = −E(0)/E′(0),

where the prime means d/dx. Faraday's law reads E′ = iωB/c, so integrating B over the plasma and dividing by B(0) gives λ: its real part measures how deep the magnetic flux reaches. The absorbed power per area is (c/8π) Re[E(0)B(0)*]. Putting E(0) = −λE′(0) = −iωλB(0)/c into it gives

P = (ω/8π)|B(0)|² Im λ.

To find λ, let F(v) = exp(−v²/v_t²)/(√π v_t) be the distribution of the velocity v normal to the surface. For an isotropic equilibrium distribution the wave's magnetic force drops out of the linearized kinetic equation, since it is perpendicular to the velocity. Each group of electrons then responds as in part (b), except that a spatial variation exp(ikx) adds ikv to ν − iω. The conductivity is

σ(k) = n ∫ F(v) dv/(ν − iω + ikv).

If electrons reflect specularly at the surface, the half-space can be replaced by a full space with E(−x) = E(x). The slope then jumps at x = 0 by 2E′(0), which acts as a point source in the wave equation. Its Fourier transform gives

E_k = −2E′(0)/D(k), D(k) = k² − ω²/c² − 4πiωσ(k)/c².

Since E(0) is the integral of E_k/(2π) over all k, and D is even in k,

λ = (2/π) ∫₀^∞ dk/D(k).

For cold electrons D = k² + κ², the integral is π/(2κ), and λ = 1/κ, as it must be.

At the reactor's collision frequency the cold value is λ = (1.709 + 0.312i) cm, and the value at 3 eV is (1.710 + 0.396i) cm. A separate solution of the kinetic equations on a grid in space and velocity also gives 1.710 cm for the real part. The flux depth is thus almost unchanged, although v_t/ω is not small. This does not show that the field profile is unchanged: λ is fixed by the total flux, and the distance over which the amplitude falls by a factor e is a different length. Even for cold electrons with collisions the two differ, 1.71 cm against 1.77 cm; at 3 eV the amplitude falls by a factor e over 1.685 cm, 5% less than for cold electrons. This is a finding for one set of parameters; no general rule follows from it, and no explanation is offered here. The absorption does change: at fixed surface magnetic field it rises by the factor 0.396/0.312 ≈ 1.27. Since ν is the same in both cases, the increase is due to thermal motion. The factor is sensitive to the inputs: it is 1.62 at half this ν and 1.09 at twice it, and with diffuse instead of specular reflection λ becomes (1.85 + 0.53i) cm. The model also takes ν as independent of electron speed, which is only a rough description of argon.

*Shape of the coil field.* A coil drives an azimuthal field, which must vanish on the axis and at a conducting side wall. Its lowest radial form is J₁(k_r r), with k_r = 3.832/R. The radial part of the wave operator contributes −k_r²E, so for cold collisionless electrons at low frequency

1/d² = 1/d₀² + k_r².

For R = 15 cm, k_r = 0.255 cm⁻¹ and d = 1.54 cm, which is 8% below d₀. Higher radial forms have larger k_r and decay faster still, over 1.32 cm and 1.11 cm for the next two. A real planar coil excites several forms at once, so the shift beneath its windings can be larger than 8%: under a single ring of radius 8 cm placed 1.5 cm from the plasma, the amplitude falls by a factor e over 1.32 cm, 21% below d₀.

*Finite gap.* With a conducting wall at x = L the field is proportional to sinh[(L − x)/d], and λ = d tanh(L/d). For L = 10 cm this differs from d by about 1 part in 10⁵. At 10¹⁶ m⁻³, where d₀ is 5.3 cm, the far wall would no longer be negligible.

*Density profile.* The plasma is thinner near the walls, where the field enters. Take a cosine profile across the 10 cm gap, with 10¹⁷ m⁻³ at the centre and half of that at each edge. Solving the cold collisionless wave equation with this n(x) gives λ = 2.08 cm, 24% above d₀. This is again the flux length; in a nonuniform plasma the decay is not a single exponential, and the distance over which the amplitude falls by a factor e need not equal λ; for this profile it is 1.91 cm, 14% above d₀. A uniform plasma at the edge density would give √2 × 1.68 ≈ 2.38 cm. The result lies between the two because the field samples both the thin edge and the denser plasma behind it. The edge ratio of one half is an illustration and is mild for this reactor: at 10 mTorr the ion mean free path is about 3 mm, and the usual estimate for a 10 cm gap is a ratio near 0.2. With that ratio λ is 2.50 cm for a cosine profile (48% above d₀) and about 2.2 cm for a profile that is flatter in the middle and drops steeply at the walls.

*Magnetic force of the wave.* At a field amplitude of 1 gauss the electron cyclotron frequency is 0.21 of the drive frequency, and a rough power balance suggests that about 2 gauss or more is needed to sustain 10¹⁷ m⁻³ in this chamber. The nonlinear magnetic force is then not obviously negligible. Its effect on the depth has not been computed here.

**Beside a real reactor**

The pressure, electron temperature and dimensions are rough values in the usual range of argon inductive reactors, and 10¹⁷ m⁻³ is a moderate density for them. Real discharges break the assumption of uniform density, which lengthens the flux length λ by 24% for the assumed profile and by more for a lower edge density. The shape of the coil field can shorten the depth by a similar amount, so which effect dominates depends on the reactor. The corrections were found one at a time and should not simply be added. For a reactor of this kind, c/ω_pe = 1.68 cm is an estimate of the penetration depth good to a few tens of percent within the effects computed, provided that n is the density in the layer where the field decays. The numerical output below lists the main values.

Calculated quantities

```
electron density: 1.000e+17 m^-3
electron density, atomic units: 1.4818e-14 bohr^-3
speed of light, atomic units: 137.036
plasma frequency, atomic units: 4.3153e-07
plasma angular frequency: 1.7840e+10 rad/s
plasma quantum hbar*w_pe: 1.1742e-05 eV
skin depth, atomic units: 3.1756e+08 bohr
skin depth c/w_pe: 1.680 cm
skin depth c/w_pe: 1.680e+08 angstrom
skin depth at 1e+16 m^-3: 5.314 cm
skin depth at 1e+18 m^-3: 0.531 cm
field left at 5 cm: 5.10 percent
Time-domain tests: density, frequency, loss; measured, formula
  1e+17 m^-3, 0.85 GHz, 0.0e+00 s^-1; 1.7613 cm, 1.7612 cm
  1e+17 m^-3, 1.30 GHz, 0.0e+00 s^-1; 1.8903 cm, 1.8902 cm
  4e+17 m^-3, 0.85 GHz, 0.0e+00 s^-1; 0.8499 cm, 0.8498 cm
  1e+17 m^-3, 0.85 GHz, 2.5e+09 s^-1; 1.9052 cm, 1.9052 cm
drive frequency: 13.56 MHz
drive angular frequency: 8.5200e+07 rad/s
ratio w/w_pe: 4.776e-03
displacement-current correction: 1.14e-03 percent
gas pressure: 10.0 mTorr
gas temperature: 300 K
gas density: 3.219e+20 m^-3
assumed collision rate coefficient: 1.0e-13 m^3/s
collision frequency: 3.219e+07 s^-1
ratio nu/w: 0.378
amplitude depth with collisions: 1.766 cm
collision correction: 5.1 percent
electron temperature: 3.0 eV
thermal speed v_t: 1.027e+06 m/s
thermal distance v_t/w: 1.206 cm
cold flux length, real part: 1.709 cm
warm flux length, real part: 1.710 cm
warm flux length, real-space test: 1.710 cm
thermal change of flux length: 0.0 percent
cold flux length, imaginary part: 0.312 cm
warm flux length, imaginary part: 0.396 cm
warm/cold absorbed power at fixed surface magnetic field: 1.270
chamber radius: 15.0 cm
depth with radial field shape: 1.544 cm
radial-shape correction: -8.1 percent
chamber gap: 10.0 cm
finite-gap correction: -1.36e-03 percent
edge-to-centre density ratio: 0.50
flux length with density profile: 2.084 cm
density-profile correction: 24.0 percent
assumed radio-frequency magnetic field: 1.0 gauss
cyclotron-to-drive frequency ratio: 0.206
```
